# Does orthogonality to an approximate ground state bound the 2s energy?

## Question

I am estimating the lowest levels of hydrogen variationally. For the ground state I used a Gaussian, $g\propto e^{-\alpha r^2}$, and minimized its energy. For 2s I want to take a trial function with one radial node, choose the node so that the function is orthogonal to $g$, and compute its energy.

Is that energy guaranteed to lie at or above the exact 2s level? For 2p I would use a Gaussian times $r\,Y_{1m}$, with no orthogonalization at all. Is that any safer? If the 2s recipe is unsound, what should replace it?

## Answer

The 2s recipe gives no such guarantee, and your own Gaussian provides a counterexample. The 2p recipe is safe. For 2s, diagonalize $H$ in a trial space and use the second root.

I use Hartree atomic units, a fixed point nucleus and real functions:

$$H=-\tfrac12\nabla^2-\frac1r,\qquad E[f]=\frac{\langle f|H|f\rangle}{\langle f|f\rangle},\qquad E_1=-\tfrac12,\quad E_2=-\tfrac18 .$$

### What the variational principle requires

Let $f$ be a normalized s function and let $\psi_1$ be the exact 1s state. Split $f=c\,\psi_1+f_\perp$ with $\langle\psi_1|f_\perp\rangle=0$, and put $p=c^2$. Because $H\psi_1=E_1\psi_1$, the cross terms are proportional to $\langle\psi_1|f_\perp\rangle$ and vanish. Hence

$$E[f]=pE_1+(1-p)E_\perp,\qquad E_\perp=E[f_\perp]\ge E_2. \tag{1}$$

The last inequality holds because everything in the spectrum other than 1s lies at $E_2$ or higher. If $p=0$, then $E[f]\ge E_2$. Orthogonality to an approximate $g$ does not enforce $p=0$, and any 1s admixture pulls the energy down.

### The Gaussian ground state

For $g$, the radial integrals needed are

$$\int_0^\infty r^2e^{-2\alpha r^2}dr=\frac{\sqrt\pi}{4(2\alpha)^{3/2}},\quad \int_0^\infty r^4e^{-2\alpha r^2}dr=\frac{3\sqrt\pi}{8(2\alpha)^{5/2}},\quad \int_0^\infty r\,e^{-2\alpha r^2}dr=\frac1{4\alpha}.$$

The kinetic energy is half the integral of $r^2(g')^2=4\alpha^2r^4e^{-2\alpha r^2}$ divided by the first integral, which is $3\alpha/2$. The potential energy is minus the third integral over the first. So

$$E[g]=\tfrac32\alpha-2\sqrt{\frac{2\alpha}{\pi}} .$$

With $s=\sqrt\alpha$ this has the form $As^2-Bs$, whose minimum is $-B^2/(4A)$ at $s=B/(2A)$. Here $A=3/2$ and $B^2=8/\pi$, giving

$$\alpha=\frac{8}{9\pi}=0.28294,\qquad E[g]=-\frac{4}{3\pi}=-0.42441 .$$

This is a valid upper bound to $E_1$, too high by 0.0756 hartree.

### A trial function that falls below 2s

Take $f=(1-\beta r)\chi$ with $\chi=e^{-r/2}$. The exact 2s function is the case $\beta=\tfrac12$. Orthogonality to $g$ requires

$$\beta=\frac{J_2}{J_3},\qquad J_n=\int_0^\infty r^n e^{-r/2-\alpha r^2}dr .$$

Completing the square gives

$$J_0=\tfrac12\sqrt{\frac\pi\alpha}\;e^{1/(16\alpha)}\,\mathrm{erfc}\!\left(\frac1{4\sqrt\alpha}\right).$$

Integrating the derivative of $r^ne^{-r/2-\alpha r^2}$ from zero to infinity gives the others:

$$2\alpha J_1=1-\tfrac12J_0,\qquad 2\alpha J_2=J_0-\tfrac12J_1,\qquad 2\alpha J_3=2J_1-\tfrac12J_2 .$$

The numbers are $J_2=1.118859$ and $J_3=1.971916$, so $\beta=0.567397$.

To find the energy, separate out the exact 2s function $\phi=(1-r/2)\chi$:

$$f=2\beta\,\phi+(1-2\beta)\chi .$$

We have $(H-E_2)\phi=0$. For the remainder, $\nabla^2\chi=\chi''+2\chi'/r=(\tfrac14-\tfrac1r)\chi$, so

$$H\chi=\left(-\tfrac18+\frac1{2r}-\frac1r\right)\chi,\qquad (H-E_2)\chi=-\frac{1}{2r}\chi .$$

Since $H$ is Hermitian, every term containing $\phi$ drops out of $\langle f|(H-E_2)|f\rangle$:

$$\langle f|(H-E_2)|f\rangle=-(1-2\beta)^2\,\frac{4\pi}{2}\int_0^\infty r\,e^{-r}dr=-2\pi(1-2\beta)^2 .$$

The norm is

$$\langle f|f\rangle=4\pi\int_0^\infty(r^2-2\beta r^3+\beta^2r^4)e^{-r}dr=4\pi(2-12\beta+24\beta^2).$$

Dividing,

$$E[f]=-\frac18-\frac{(1-2\beta)^2}{4(1-6\beta+12\beta^2)} . \tag{2}$$

The quadratic in the denominator has discriminant $36-48<0$ and is positive. Thus, for this family, $E[f]$ lies below the exact 2s energy for every $\beta\neq\tfrac12$.

For your Gaussian, $(1-2\beta)^2=0.01817$ and $1-6\beta+12\beta^2=1.4589$, so

$$E[f]=-0.125-\frac{0.01817}{4\times1.4589}=-0.12811\ \text{hartree}=-3.486\ \text{eV}.$$

The violation is 0.0031 hartree, or 0.085 eV. Equation (1) identifies its source. The weight of exact 1s in $f$ is $p=0.008747$, and removing that component leaves a function with energy $-0.124832$, above $-1/8$ as required. Recombining them gives

$$0.008747(-0.5)+0.991253(-0.124832)=-0.12811 .$$

An admixture below one per cent is enough here because the remainder lies only 0.00017 hartree above $E_2$, while 1s lies 0.375 hartree beneath it. With a remainder further above $E_2$, the same admixture need not break the bound.

### How far below can it go?

Let $g$ be normalized too, with $S=\langle\psi_1|g\rangle$. Since $f$ and $g$ are orthonormal, Bessel's inequality gives $p\le1-S^2$, and (1) becomes

$$E[f]\ge E_2-p(E_2-E_1)\ge E_2-(1-S^2)(E_2-E_1).$$

Applying (1) to $g$, whose 1s weight is $S^2$, gives $E[g]-E_1\ge(1-S^2)(E_2-E_1)$. Therefore

$$E[f]\ge E_2-\bigl(E[g]-E_1\bigr). \tag{3}$$

The violation cannot exceed the energy error of the approximate ground state. Here (3) gives a floor of $-0.2006$. That is a limit, not an estimate: a numerical minimization over s functions orthogonal to $g$ gives $-0.12837$, only slightly below our $f$.

A ground state $g\propto e^{-\zeta r}$ shows how the violation disappears. With $k=\zeta+\tfrac12$,

$$\beta=\frac{2/k^3}{6/k^4}=\frac{\zeta+\frac12}{3},\qquad 1-2\beta=\tfrac23(1-\zeta).$$

Near $\zeta=1$ the denominator in (2) tends to 4, so the violation is $(1-\zeta)^2/9$ to leading order. The energy error of $g$ is $\tfrac12\zeta^2-\zeta+\tfrac12=\tfrac12(1-\zeta)^2$. Both vanish at the exact ground state, and the violation occurs on either side of it.

A better ground-state energy does not by itself mean a smaller violation. At $\zeta=0.8$ the error of $g$ is 0.020 hartree, much less than the Gaussian's 0.0756, yet $E[f]=-0.1318$ lies further below $-1/8$. Equation (2) depends on $g$ only through $\beta$, which the overlap condition fixes; $E[g]$ does not appear in it.

### Why the 2p Gaussian is safe

The function $r e^{-\alpha r^2}Y_{1m}$ is orthogonal to every s function, because $Y_{1m}$ is orthogonal to $Y_{00}$. That includes the exact 1s state, which need not be known. The trial function lies entirely within $l=1$, where the lowest level is 2p at $-1/8$.

Write $a=2\alpha$ and $G_n=\int_0^\infty r^ne^{-ar^2}dr$. With $R=re^{-\alpha r^2}$ and $R'=(1-ar^2)e^{-\alpha r^2}$, the kinetic integral, including the centrifugal term $l(l+1)/2=1$, is

$$\tfrac12\left(G_2-2aG_4+a^2G_6\right)+G_2=\left[\tfrac12\left(1-3+\tfrac{15}4\right)+1\right]G_2=\tfrac{15}8G_2,$$

where $aG_4=\tfrac32G_2$ and $a^2G_6=\tfrac{15}4G_2$. Dividing by the norm $G_4=3G_2/(2a)$ gives $5a/4=5\alpha/2$. The potential energy is $-G_3/G_4$, with $G_3=1/(2a^2)$ and $G_4=3\sqrt\pi/(8a^{5/2})$. Hence

$$E_{2p}(\alpha)=\tfrac52\alpha-\tfrac43\sqrt{\frac{2\alpha}{\pi}} .$$

Now $A=5/2$ and $B^2=32/(9\pi)$, so the minimum is

$$E_{2p}=-\frac{B^2}{4A}=-\frac{16}{45\pi}=-0.11318\ \text{hartree}=-3.080\ \text{eV},\qquad \alpha=\frac{32}{225\pi}.$$

This is 0.0118 hartree above the exact level. It is a poorer estimate than $E[f]$ in absolute error, but it is a bound, and $E[f]$ is not.

The protection covers the lowest level of each symmetry. For 3p the difficulty returns: if an approximate 2p function $q$ overlaps the exact 3p state, the combination of exact 2p and 3p orthogonal to $q$ contains some 2p and lies below the 3p level.

### The replacement: MacDonald's theorem

Choose $N$ linearly independent functions and solve $\det(\mathbf H-\varepsilon\mathbf S)=0$, where $\mathbf H$ and $\mathbf S$ are the Hamiltonian and overlap matrices. Order the roots $\varepsilon_1\le\dots\le\varepsilon_N$. MacDonald's theorem states that

$$\varepsilon_k\ge E_k ,$$

where $E_k$ is the $k$-th exact level, counted with multiplicity and lying below the continuum. If all trial functions are s functions, only s levels are counted, so $\varepsilon_2$ bounds 2s.

**Proof.** Let $\varphi_1,\dots,\varphi_k$ be the orthonormal eigenvectors of the lowest $k$ roots, so that $\langle\varphi_i|H|\varphi_j\rangle=\varepsilon_i\delta_{ij}$. Seek $u=\sum_i a_i\varphi_i$ orthogonal to the $k-1$ lowest exact states. These are $k-1$ linear conditions on $k$ coefficients, so a nonzero $u$ exists. Its energy is at least $E_k$, by its orthogonality to the exact states. It is also $\sum a_i^2\varepsilon_i/\sum a_i^2\le\varepsilon_k$. Hence $E_k\le\varepsilon_k$.

The same argument, with the enlarged trial space in place of the full one, shows that adding a function cannot raise the $k$-th root.

Apply this to the normalized pair $g,f$. They are orthogonal, but $\langle g|H|f\rangle=0.032394$ is not zero. Had $g$ been the exact ground state, this element would have been $E_1\langle g|f\rangle=0$. Your recipe ignores it. Including it gives

$$\varepsilon_\pm=\frac{E[g]+E[f]}2\pm\sqrt{\left(\frac{E[f]-E[g]}2\right)^2+\langle g|H|f\rangle^2}$$

$$=-0.27626\pm\sqrt{(0.14815)^2+(0.03239)^2}=-0.27626\pm0.15165 .$$

The roots are $-0.42791$ and $-0.12461$. The coupling pushes the upper one back above $-1/8$.

The upper eigenvector is still orthogonal only to an approximate ground state, namely the lower eigenvector. What makes it safe is that the Hamiltonian element between the two vanishes as well. If your $f$ satisfies both $\langle g|f\rangle=0$ and $\langle g|H|f\rangle=0$, the larger of $E[g]$ and $E[f]$ is an upper bound to $E_2$.

A bound need not be close. With two s Gaussians, of exponents 0.28294 and 0.09431, the second root is $+0.0146$, which is valid but useless. With exponents $0.28294\times3^n$, four functions ($n=-2,\dots,1$) give $-0.1190$, and eight ($n=-3,\dots,4$) give $-0.12489$, close to $-1/8$ and still above it.

## Values computed for the example and the checks

```
Exact 1s and 2s energies: -0.500000, -0.125000 hartree
Hartree in eV: 27.211386 eV
s Gaussian: optimal alpha = 0.282942 bohr^-2
s Gaussian: energy E[g] = -0.424413 hartree
s Gaussian: energy error E[g]-E1 = 0.075587 hartree
s Gaussian: overlap with exact 1s = 0.978180
J0 = 1.051971 bohr, J1 = 0.837653 bohr^2
J2 = 1.118859 bohr^3, J3 = 1.971916 bohr^4
Trial f: beta = 0.567397 bohr^-1
Trial f: overlap with g below 1e-10: True
Trial f: energy E[f] = -0.128114 hartree
Trial f: energy E[f] = -3.4861 eV
Violation E2-E[f] = 0.003114 hartree
Violation E2-E[f] = 0.0847 eV
Weight of exact 1s in f = 0.008747
Largest weight allowed, 1-<1s|g>^2 = 0.043165
Energy of f after removing exact 1s = -0.124832 hartree
Lowest energy orthogonal to g, mu = -0.128368 hartree
Largest violation E2-mu = 0.003368 hartree
Lower limit E1+E2-E[g] = -0.200587 hartree
Exponential g: zeta, beta (bohr^-1); E[g], E[f], mu (hartree)
  0.8  0.433333  -0.480000  -0.131803  -0.132953
  0.9  0.466667  -0.495000  -0.126366  -0.126503
  1.0  0.500000  -0.500000  -0.125000  -0.125000
  1.1  0.533333  -0.495000  -0.125916  -0.125941
  1.2  0.566667  -0.480000  -0.128058  -0.128113
2p Gaussian: optimal alpha = 0.045271 bohr^-2
2p Gaussian: minimum energy = -0.113177 hartree
2p Gaussian: minimum energy = -3.0797 eV
2p Gaussian: height above -1/8 = 0.011823 hartree
Coupling <g|H|f> = 0.032394 hartree
Span of g and f: lower root = -0.427913 hartree
Span of g and f: upper root = -0.124613 hartree
Gaussian exponents in order of addition (bohr^-2):
  0.28294 0.09431 0.84883 0.03144 2.54648 0.01048 7.63944 22.91831
Nested s Gaussians: number, first root, second root (hartree)
  1  -0.424413  none
  2  -0.437863  0.014558
  3  -0.481641  0.008379
  4  -0.481708  -0.119046
  5  -0.495635  -0.120930
  6  -0.495635  -0.124357
  7  -0.499045  -0.124792
  8  -0.499790  -0.124885
```
